# Coulomb capture radius and diffusion-limited proton–acceptor pairing in silicon

A proton placed 4.76 nm from an ionised acceptor in silicon at 300 K, and left to diffuse in the acceptor's unscreened Coulomb field, escapes with probability 0.37. Yet in such a field the steady rate at which acceptors collect protons equals that of neutral spheres which absorb every proton touching them at this same radius of 4.76 nm. How can a surface that lets more than a third of the protons go set the capture rate so precisely?

## The estimate

Let the acceptor carry charge $-e$ and the proton $+e$, in a medium of static dielectric constant $\varepsilon_r$. In SI units the potential energy at separation $r$, without screening by free carriers, is

$$U(r)=-\frac{e^2}{4\pi\varepsilon_0\varepsilon_r r}.$$

Attraction competes with thermal motion where $|U|=kT$. This defines the capture radius

$$r_c=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r kT},\qquad \frac{U}{kT}=-\frac{r_c}{r}.$$

With $e^2/4\pi\varepsilon_0=1.440$ eV nm, $\varepsilon_r=11.7$ and $kT=0.02585$ eV,

$$r_c=\frac{1.440}{11.7\times0.02585}\ \text{nm}=4.76\ \text{nm},$$

or 90 Bohr radii: about 5 nm.

For a rate, replace the acceptor by a neutral absorbing sphere of radius $R$. The steady proton density obeys $\nabla^2c=0$ with $c(R)=0$ and $c(\infty)=c_0$, so $c=c_0(1-R/r)$. The inward flow is $4\pi r^2D\,dc/dr=4\pi DRc_0$, where $D$ is the proton diffusivity. Setting $R=r_c$ suggests a pairing coefficient $k_p=4\pi Dr_c$.

The diffusivity is the weak point. Rough typical Arrhenius parameters, a prefactor of 0.01 cm²/s and a migration energy of 0.50 eV, give

$$D=0.01\,e^{-0.50/0.02585}\ \text{cm}^2/\text{s}=4.0\times10^{-11}\ \text{cm}^2/\text{s},$$

$$k_p=4\pi(3.98\times10^{-11})(4.76\times10^{-7})\ \text{cm}^3/\text{s}=2.4\times10^{-16}\ \text{cm}^3/\text{s}.$$

If protons are much rarer than acceptors, their density $n$ obeys $dn/dt=-k_pN_An$. For $N_A=10^{16}$ cm⁻³ the rate is $k_pN_A=2.4$ s⁻¹ and the pairing time is 0.42 s.

The choice $R=r_c$ was a guess. A criterion such as $|U|=2kT$ would have halved the answer, so the prefactor needs a derivation.

## Steady flow in the Coulomb field

Take one fixed acceptor, and let pairing be immediate at a contact radius $a$, so $c(a)=0$. The attractive force is $kT\,r_c/r^2$. By the Einstein relation the drift velocity is $D/kT$ times the force, hence $Dr_c/r^2$ inward. Counting inward flow as positive,

$$J=4\pi r^2D\left(\frac{dc}{dr}+\frac{r_c}{r^2}c\right).$$

In steady state no protons accumulate between spheres, so $J$ does not depend on $r$. Since $d(-r_c/r)/dr=r_c/r^2$, multiplication by $e^{-r_c/r}$ turns the bracket into a derivative:

$$\frac{d}{dr}\left(c\,e^{-r_c/r}\right)=\frac{J}{4\pi D}\frac{e^{-r_c/r}}{r^2}.$$

The right side integrates directly, because $e^{-r_c/r}/r^2$ is the derivative of $e^{-r_c/r}/r_c$. From $a$ to infinity,

$$c_0-c(a)e^{-r_c/a}=\frac{J}{4\pi D}\,\frac{1-e^{-r_c/a}}{r_c}.$$

With $c(a)=0$ the pairing coefficient $k_p=J/c_0$ is

$$k_p=4\pi DR_0,\qquad R_0=\frac{r_c}{1-e^{-r_c/a}}.$$

For $a\gg r_c$, expanding the exponential gives $R_0\to a$, the neutral sphere. For $a\ll r_c$, $R_0\to r_c$, which confirms the guess with prefactor one. With the rough value $a=0.30$ nm the relative correction is $1.3\times10^{-7}$. The contact factor matters when $a$ is comparable with $r_c$: for $a=r_c$ it is 1.58, and a direct numerical solution of the drift-diffusion equation, with the density fixed at $2000\,r_c$, agrees with the formula for that outer edge to the printed digits.

In the small-contact limit, inserting $r_c$ and the mobility $\mu=eD/kT$ gives

$$k_p=4\pi D\,\frac{e^2}{4\pi\varepsilon_0\varepsilon_rkT}=\frac{e\mu}{\varepsilon_0\varepsilon_r}.$$

The reason is visible in the density. Integrating from $a$ to $r$ instead of to infinity gives

$$c(r)=c_0\,\frac{1-e^{r_c/r-r_c/a}}{1-e^{-r_c/a}}.$$

For $a\ll r_c$ this is nearly $c_0$ everywhere except close to contact. A uniform density has no diffusion current; drift alone carries $4\pi r^2c_0(Dr_c/r^2)=4\pi Dr_cc_0$ through every sphere in that region. Close to contact, where the density falls to zero, diffusion takes over. The neutral absorber has the same total flow but a depleted surrounding density.

## Why escape at the capture radius does no harm

Let $P(r)$ be the probability that a proton starting at $r$ reaches infinity before contact. It equals its own average after a short time step. The mean inward drift and the random spread then require

$$P''+\left(\frac2r-\frac{r_c}{r^2}\right)P'=0.$$

Thus $(\ln P')'=-2/r+r_c/r^2$, so $P'\propto e^{-r_c/r}/r^2$. Integrating with $P(a)=0$ and $P(\infty)=1$,

$$P(r)=\frac{e^{-r_c/r}-e^{-r_c/a}}{1-e^{-r_c/a}}.$$

At $r=r_c$ and small $a$ this is $1/e=0.368$, the opening number. The sphere at $r_c$ is not a surface of no return. But the field also draws protons in from outside $r_c$. The formula for $R_0$ with $a=r_c$ gives the rate at which protons reach this sphere for the first time: $1/(1-1/e)=1.58$ times the rate for a neutral absorber of the same radius. Of these arrivals a fraction $1-1/e=0.632$ is captured, and the product is exactly one in the limit of small $a$. The extra arrivals make up for the escapes.

The inner region matters little in this model. That would change if the proton met an extra energy barrier comparable with the local depth of the Coulomb well, which is about 0.25 eV at 0.5 nm, or if it diffused roughly a hundred times more slowly inside about 1 nm. For a hop length $\ell=0.192$ nm between neighbouring bond centres, the energy drop per hop, $kT\,r_c\ell/r^2$, reaches $kT$ at

$$r=\sqrt{r_c\ell}=\sqrt{4.76\times0.192}\ \text{nm}=0.96\ \text{nm}.$$

Inside this radius linear drift is doubtful, but the escape probability from there is only 0.0069 in the model. Making capture certain at that radius would raise $k_p$ by 0.7%.

Slow bonding at contact can be treated too. If protons react with surface velocity $v$, then $J=4\pi a^2v\,c(a)$. Substituting $c(a)$ in the integrated equation and dividing by $J$ gives

$$\frac1{k_p}=\frac1{4\pi DR_0}+\frac{e^{-r_c/a}}{4\pi a^2v}.$$

The second term carries the small factor $e^{-r_c/a}$ because the field returns unreacted protons to contact many times. The diffusion limit fails when $v$ is no longer large compared with $DR_0e^{-r_c/a}/a^2$.

## Screening by holes

Free holes of density $p$ screen the field over the Debye length $\lambda=\sqrt{\varepsilon_0\varepsilon_rkT/(e^2p)}$. In linear mean-field theory $U/kT=-(r_c/r)e^{-r/\lambda}$. The integrating factor becomes $e^{U/kT}$, and the same steps give $k_p=4\pi DR$ with

$$\frac1R=\int_a^\infty e^{U/kT}\frac{dr}{r^2}.$$

Put $y=r_c/r$ and $\kappa=r_c/\lambda$, so that $dr/r^2=-dy/r_c$ and

$$\frac{r_c}{R}=\int_0^{r_c/a}\exp\left(-y\,e^{-\kappa/y}\right)dy.$$

For weak screening and $y\gg\kappa$, $y\,e^{-\kappa/y}\approx y-\kappa$. The integral is then $e^\kappa$ for small $a$. The region $y\lesssim\kappa$ has width $\kappa$ and an integrand error of order $\kappa$, so it enters at order $\kappa^2$, as do the omitted terms of the expansion, up to a logarithm. To leading order $R\approx r_ce^{-r_c/\lambda}$.

At fixed temperature, contact radius and dielectric constant, with all acceptors ionised and $p=N_A$, the integral gives:

| $p$ (cm⁻³) | $\lambda$ (nm) | $R/r_c$ | holes in Debye sphere |
|---|---|---|---|
| $10^{16}$ | 40.9 | 0.91 | 2.9 |
| $10^{17}$ | 12.9 | 0.77 | 0.91 |
| $10^{18}$ | 4.1 | 0.56 | 0.29 |

At $10^{16}$ cm⁻³ screening lowers the steady coefficient by about 9%; the leading formula gives 0.89 for the ratio. From a uniform start this reduction takes time to develop, because a depleted zone must first spread beyond the screening length, which takes about $\lambda^2/D$. For $p=N_A$ the definitions give $\lambda^2/D=1/(4\pi Dr_cN_A)$, which is the pairing time itself. The approach is slow: for an isolated acceptor a little over half of the reduction has developed at that time, and about five sixths at ten times it. Most protons therefore pair before the full reduction could develop. There is also no room for it: each acceptor's share of the volume is a sphere of radius $(3/4\pi N_A)^{1/3}=29$ nm, smaller than $\lambda$, so the depleted zone would first meet those of its neighbours. The 9% belongs to an isolated acceptor and should not be applied to the pairing time of 0.42 s. At $10^{18}$ cm⁻³ the Debye length is shorter than $r_c$, so the derivation for an unscreened field no longer applies. At this doping real boron is also partly neutral at 300 K, so $p$ falls below $N_A$: with a level 45 meV above the valence band and a degeneracy of four, about a third is neutral, and about 7% already at $10^{17}$ cm⁻³. The last column warns that mean-field screening is itself crude here, since it presumes many holes in a Debye sphere. Its linear form also requires $|U|\ll kT$, which fails near and inside $r_c$, so the tabulated $R/r_c$ are results of the linear model and not accurate values for a real crystal, least of all at $10^{18}$ cm⁻³.

## Does the rate start at its steady value?

That depends on the starting distribution and, as noted above, on screening. This section treats the unscreened field of one isolated acceptor. Its values at the pairing time test the formulas; they do not predict the excess at $N_A=10^{16}$ cm⁻³, where neighbouring acceptors limit the depleted zone. For a uniform start at $c_0$, let $\hat c$ be the Laplace transform of $c$ with variable $s$, and define $w=1-s\hat c/c_0$ and $q^2=s/D$. The time-dependent equation becomes

$$w''+\left(\frac2r+\frac{r_c}{r^2}\right)w'=q^2w,\qquad w(a)=1,\quad w(\infty)=0.$$

Late times correspond to small $q$. Far out, $w\approx Be^{-qr}/r\approx B/r-Bq$ for $qr\ll1$. Nearer in, the right side is negligible and $w=C+Ee^{r_c/r}$, which tends to $C+E+Er_c/r$. Matching gives $E=B/r_c$ and $C=-B/r_c-Bq$. The contact condition then reads

$$B\left(\frac1b-q\right)=1,\qquad b=\frac{r_c}{e^{r_c/a}-1},$$

so $B\approx b(1+bq)$. The transformed flow is

$$\hat J=\frac{4\pi Dc_0}{s}\left[r_c-(r^2w'+r_cw)\right]=\frac{4\pi Dc_0}{s}\,r_c(1-C).$$

Here $r_c(1-C)=r_c+B+r_cBq\approx(r_c+b)(1+bq)$, and $r_c+b=R_0$. Since $q/s=1/\sqrt{Ds}$ is the transform of $1/\sqrt{\pi Dt}$,

$$k_p(t)\approx4\pi DR_0\left(1+\frac{b}{\sqrt{\pi Dt}}\right).$$

For small $a$ the length $b$ is exponentially small: the uniform density is already almost the steady one. At the pairing time the numerical solution gives a relative excess of $8\times10^{-9}$. For a wide contact, $a=3r_c$, the excess is visible: at $t=10^4r_c^2/D$ the formula gives 0.01426 and the numerical run 0.01429. The difference of 0.2% is time-step error; free of it, the solution gives 0.01426.

Now suppose the protons start in the Boltzmann distribution, $c=c_0e^{r_c/r}g$ with $g=1$ initially. With $h=1-s\hat g$, the near solution has constant $F=-r^2e^{r_c/r}h'$, so $h=C'+(F/r_c)(1-e^{-r_c/r})$. Far out this is $C'+F/r$, and matching to $B'/r-B'q$ gives $B'=F$ and $C'=-Fq$. At contact, $F(1/R_0-q)=1$, so $F\approx R_0(1+R_0q)$. The transformed flow is $4\pi Dc_0F/s$, and the relative excess is $R_0/\sqrt{\pi Dt}$. At 0.42 s this is 0.0657, against 0.0661 from the numerical run, of which 0.0001 is time-step error; the converged value is 0.0660. Such a start would require protons to gather around acceptors without pairing, so the uniform start suits a sudden, even release better.

## Reading the result for real silicon

The example corresponds to moderately boron-doped silicon. Its capture radius is well determined within the model, but its diffusivity is an extrapolation. An error of 0.05 eV in the migration energy, at fixed prefactor, changes $D$ and $k_p$ by a factor of 6.9 either way, so $k_p$ could lie between about $3\times10^{-17}$ and $2\times10^{-15}$ cm³/s from this cause alone.

Tunnelling acts on the same quantity. For a parabolic barrier, let $x$ be the energy above its top in units of $kT$ and $u$ the quantum of the barrier frequency in the same units. The thermal average of the transmission, relative to classical crossing, is

$$\int e^{-x}\,\frac{dx}{1+e^{-2\pi x/u}},$$

taken from the barrier's foot upward. A rough barrier wavenumber of 1000 cm⁻¹ gives 3.5. Here $u=4.8$ is not far below $2\pi$, where the parabolic form breaks down, so the value is sensitive: 2.6 at 900 cm⁻¹, 5.3 at 1100 cm⁻¹, and 3.1 for a symmetric Eckart barrier of the same height and curvature. A correction this large indicates a size and should not be applied as a precise factor, particularly if the Arrhenius parameters already contain some tunnelling. Temporary trapping of protons elsewhere lowers the effective $D$, and $k_p$ in proportion, if protons enter and leave the traps many times before pairing. With slower exchange, a single coefficient may fail to describe the decay.

Two other assumptions are safe for these numbers. With a rough attempt rate of $10^{13}$ s⁻¹ and dissociation energy of 1.3 eV, pairs break at $1.4\times10^{-9}$ s⁻¹, far below the pairing rate; dissociation grows steeply on heating and must be restored in a hot anneal. The hydrogen donor level, taken roughly 0.2 eV below the conduction band in a gap of 1.12 eV, lies 0.92 eV above the valence band, while the Fermi level, for a rough effective density of valence-band states of $3\times10^{19}$ cm⁻³ and $p=10^{16}$ cm⁻³, lies at $kT\ln(3\times10^{19}/10^{16})=0.207$ eV. With a spin factor of two, the neutral-to-proton ratio is $2e^{-(0.92-0.207)/0.02585}\approx2\times10^{-12}$. Because $r_c$ does not contain $D$, the estimate of 5 nm is much firmer than the pairing coefficient built on it. The numerical output follows.

## Computed values

```
temperature: 300 K
thermal energy kT: 0.02585 eV
dielectric constant: 11.7
e^2/(4 pi eps0): 1.4400 eV nm
capture radius r_c: 4.761 nm
r_c in Bohr radii: 90.0
D prefactor (rough): 0.010 cm2/s
migration energy (rough): 0.50 eV
diffusivity D: 3.984e-11 cm2/s
proton mobility: 1.541e-09 cm2/Vs
pairing coefficient 4 pi D r_c: 2.384e-16 cm3/s
acceptor density: 1.0e+16 cm^-3
pairing rate: 2.384 1/s
pairing time: 0.420 s
solved steady rate / (4 pi D r_c): 1.000000
same for contact radius r_c, solved: 1.582437
same for contact radius r_c, formula: 1.582437
outer radius of solver: 2000 r_c
screened-rate shift, grid 1251 to 2501: 1.6e-07
escape probability from r_c: 0.3679
contact radius (rough): 0.30 nm
relative contact correction: 1.3e-07
hop length: 0.192 nm
radius where drop per hop is kT: 0.956 nm
escape probability from there: 0.0069
holes 1e+16 cm^-3: Debye length 40.88 nm
  screened/unscreened rate: 0.906
  holes in Debye sphere: 2.86
holes 1e+17 cm^-3: Debye length 12.93 nm
  screened/unscreened rate: 0.773
  holes in Debye sphere: 0.91
holes 1e+18 cm^-3: Debye length 4.09 nm
  screened/unscreened rate: 0.561
  holes in Debye sphere: 0.29
exp(-r_c/Debye length) at 1e16: 0.890
time r_c^2/D: 5.69 ms
excess at pairing time, uniform start: 8.2e-09
excess at pairing time, Boltzmann start: 0.0661
leading formula for Boltzmann start: 0.0657
late time for wide-contact test: 10000 r_c^2/D
uniform start, contact 3 r_c, solved: 0.01429
uniform start, contact 3 r_c, formula: 0.01426
migration energy error (rough): 0.05 eV
factor in D from this error: 6.92
barrier wavenumber (rough): 1000 cm^-1
tunnelling factor in D: 3.53
pair attempt rate (rough): 1e+13 1/s
dissociation energy (rough): 1.3 eV
dissociation rate: 1.4e-09 1/s
band gap, H donor depth (rough): 1.12, 0.2 eV
valence-band states (rough): 3e+19 cm^-3
Fermi level above valence band: 0.207 eV
neutral H / proton ratio: 2.1e-12
```
